# Two-excitation subradiant states in waveguide QED are not doubly filled modes

Consider $N$ equally spaced two-level atoms coupled to a lossless one-dimensional waveguide. The only rate in the problem is $\Gamma$, the decay rate of one atom into the guide, so every decay rate is $\Gamma$ times a function of the atom number, the propagation phase $\phi$ between neighbours, and the labels of the state. For the darkest states, counting powers of $N$ gives the dependence on atom number; the dependence on $\phi$ and on the labels needs a calculation.

A smooth standing wave with nodes at the ends has amplitude of order $N^{-1/2}$ and slope of order $N^{-3/2}$. If it radiates at its ends, where its amplitude is about one slope times one site, its rate scales as $\Gamma N^{-3}$. Two excitations can also radiate where they meet. The amplitude of a smooth pair wave is of order $N^{-1}$, and there are $N$ meeting places. Emission from contact therefore scales as $N\cdot N^{-2}=N^{-1}$ if the amplitude stays finite there, and as $N\cdot N^{-4}=N^{-3}$ if it has a node. A pair as dark as $N^{-3}$ thus needs a node at contact, or some other cancellation.

## The belief and its appeal

The belief is that the darkest two-excitation state consists of two bosons in the darkest single-excitation mode and decays at $2\gamma_1$, where $\gamma_1$ is the rate of that mode. For harmonic oscillators this would be right: the normal modes are independent, and filling one twice doubles both its energy and its decay rate. Atomic excitations on different sites also commute, as bosons do. But an atom cannot be excited twice, and this constraint changes the state.

I use the Markov approximation, in which $\phi$ is evaluated at the atomic frequency. Energies are measured from that frequency, and $\hbar=1$. Between photon emissions,

$$H=\sum_{m,n}h_{mn}\sigma_m^\dagger\sigma_n,\qquad h_{mn}=-\frac{i\Gamma}{2}e^{i\phi|m-n|}.$$

An eigenvalue $E$ gives the decay rate $\gamma=-2\,\mathrm{Im}\,E$. Take $0<\phi<\pi/2$ first.

## One excitation radiates at the ends

In an infinite chain, put $A=e^{i(\phi-q)}$ and $B=e^{i(\phi+q)}$. With slight damping for convergence, the sum over distances is

$$\frac1{1-A}+\frac1{1-B}-1=\frac{1-AB}{(1-A)(1-B)}=\frac{i\sin\phi}{\cos q-\cos\phi}.$$

Multiplication by $-i\Gamma/2$ gives

$$\omega(q)=\frac{\Gamma}{2}\frac{\sin\phi}{\cos q-\cos\phi}.$$

Let $q=\pi+p$ and $t=\tan(\phi/2)$. Since $\cos q\simeq-1+p^2/2$ and $1+\cos\phi=2\cos^2(\phi/2)$,

$$\omega\simeq\omega_\pi\left[1+\frac{p^2}{4\cos^2(\phi/2)}\right],\qquad \omega_\pi=-\frac{\Gamma t}{2}.$$

For the finite chain, fix $n$ and set $g_m=e^{i\phi|m-n|}$. Then

$$g_{m+1}+g_{m-1}-2\cos\phi\,g_m=2i\sin\phi\,\delta_{mn}.$$

Hence, in the interior, the inverse of $h$ is the local operator

$$(Tc)_m=\frac{c_{m+1}+c_{m-1}-2\cos\phi\,c_m}{\Gamma\sin\phi}.$$

At the left end $g_0=e^{i\phi}g_1$. Eliminating the fictitious site 0 with $c_0=e^{i\phi}c_1$ turns the first diagonal entry of $T$ into

$$\frac{-2\cos\phi+e^{i\phi}}{\Gamma\sin\phi}=\frac{i-\cot\phi}{\Gamma},$$

and the right end is the mirror image. All other entries are real. For a normalized mode, $Tc=c/E$, so taking the imaginary part of $c^\dagger Tc=1/E$ gives

$$\gamma=\frac{2|E|^2}{\Gamma}\left(|c_1|^2+|c_N|^2\right).$$

This identity holds for any $N$ and says that loss is set by the end amplitudes.

Near the band edge write $c_n=(-1)^n f_n$ with $f_n\propto\sin[p(n-x_0)]$. The end condition is $f_0=-e^{i\phi}f_1$. For small $p$ it reads $-x_0=-e^{i\phi}(1-x_0)$, so

$$x_0=\frac{e^{i\phi}}{1+e^{i\phi}}=\frac{1+it}{2}.$$

The other node lies at $N+1-x_0$. The distance between nodes is $N-it$, and

$$p_\xi=\frac{\xi\pi}{N-it},\qquad \xi=1,2,\ldots$$

The end amplitude follows from $|1-x_0|=1/[2\cos(\phi/2)]$ and the normalization $2/N$. Both ends together give

$$|c_1|^2+|c_N|^2\simeq 2\,\frac2N\left(\frac{\xi\pi}{N}\right)^2\frac1{4\cos^2(\phi/2)}.$$

With $|E|^2\simeq\Gamma^2t^2/4$ this becomes, for large $N$ at fixed $\xi$,

$$\gamma_\xi\simeq\Gamma\frac{\pi^2\xi^2\sin^2(\phi/2)}{2N^3\cos^4(\phi/2)}.$$

## Filling the darkest mode twice makes it bright

Write a pair state as

$$|\psi\rangle=\frac1{\sqrt2}\sum_{m,n}\psi_{mn}\sigma_m^\dagger\sigma_n^\dagger|0\rangle,\qquad \psi_{nn}=0,$$

with $\psi_{mn}=\psi_{nm}$ and $\sum|\psi_{mn}|^2=1$. Exchange symmetry is therefore retained throughout; "fermion-like" refers to the node, not to the statistics.

The norm decays at the expectation value of $i(H-H^\dagger)$, whose matrix elements are $\Gamma\cos\phi(m-n)=\frac{\Gamma}{2}\sum_\pm e^{\pm i\phi(m-n)}$. The two signs are the two directions of emission. Removing one excitation from $|\psi\rangle$ gives a factor $2/\sqrt2=\sqrt2$, so the instantaneous emission rate is

$$R=\Gamma\sum_\pm\sum_n\left|\sum_m e^{\mp i\phi m}\psi_{mn}\right|^2.$$

For one excitation the corresponding rate is $\gamma=\frac{\Gamma}{2}\sum_\pm|J_\pm|^2$, with $J_\pm=\sum_me^{\mp i\phi m}c_m$.

The boson-like trial state has $\psi_{mn}\propto c_mc_n-\delta_{mn}c_n^2$, where $c$ is the darkest mode. Its inner sum is

$$c_nJ_\pm-e^{\mp i\phi n}c_n^2.$$

The first term alone yields $\Gamma\sum_\pm|J_\pm|^2=2\gamma_1$, the rate expected by the belief. The second term comes from deleting double excitation of an atom. It contributes

$$2\Gamma\sum_n|c_n|^4\simeq2\Gamma\,\frac4{N^2}\,\frac{3N}{8}=\frac{3\Gamma}{N}.$$

Since $J_\pm$ is of order $N^{-3/2}$, the Cauchy–Schwarz inequality limits the cross term to order $N^{-2}$. The leading rate is $3\Gamma/N$. Darkness of the mode relied on interference among all atoms, and the constraint removes one contribution from that interference.

## What the eigenstate does at contact

For $m\ne n$ the pair eigenvalue equation is

$$\sum_l(h_{ml}\psi_{ln}+\psi_{ml}h_{ln})=E\psi_{mn}.$$

Far from the ends and near the band edge, the pair wave varies slowly apart from the sign $(-1)^{m+n}$. Over a few sites its centre-of-mass dependence can be frozen and $E$ replaced by $2\omega_\pi$. With $r=m-n$, a smooth envelope at vanishing kinetic energy is linear in $|r|$, which suggests

$$\psi(r)=(-1)^r(|r|-a)\quad(r\ne0),\qquad\psi(0)=0.$$

On all sites this is $(-1)^r|r|-a(-1)^r+a\delta_{r0}$. Both terms of the pair equation act alike, so we need $h\psi=\omega_\pi\psi$ for $r\ne0$.

Apply the local operator $T$ to the first piece. Since $|r+1|+|r-1|=2|r|+2\delta_{r0}$,

$$T[(-1)^r|r|]=\frac{(-1)^r|r|}{\omega_\pi}-\frac{2\delta_{r0}}{\Gamma\sin\phi}.$$

Here $-2(1+\cos\phi)/(\Gamma\sin\phi)=1/\omega_\pi$ was used. Multiplying by $\omega_\pi h$ and rearranging gives

$$h[(-1)^r|r|]=\omega_\pi(-1)^r|r|+\frac{2\omega_\pi}{\Gamma\sin\phi}h(r).$$

The coefficient of $h(r)$ equals $-t/\sin\phi=-1/[2\cos^2(\phi/2)]$. Adding the other pieces,

$$h\psi=\omega_\pi(-1)^r(|r|-a)+\left[a-\frac1{2\cos^2(\phi/2)}\right]h(r).$$

The last term is a travelling wave $e^{i\phi|r|}$. It cannot be balanced by anything else at $r\ne0$, so

$$a=\frac1{2\cos^2(\phi/2)}.$$

The same condition makes the leading contact emission vanish. To see this directly, put $z=-e^{i\phi}$. With damping,

$$\sum_r|r|(-1)^re^{i\phi r}=2\,\mathrm{Re}\frac{z}{(1-z)^2}=-\frac1{2\cos^2(\phi/2)},$$

while $\sum_{r\ne0}(-1)^re^{i\phi r}=-1$. The emission amplitude is therefore proportional to $a-1/[2\cos^2(\phi/2)]=0$.

The length $a$ lies between one half and one site for $0<\phi<\pi/2$, whereas the envelope varies over roughly $N/\xi$ sites. Seen on that scale, the pair amplitude has a node at contact. In the region $m<n$, standing waves with nodes at the ends and on the line $m=n$ are antisymmetrized products. Extending them symmetrically gives

$$\psi_{mn}\simeq\frac{\mathrm{sgn}(n-m)}{\sqrt2}\left[c^{(1)}_mc^{(2)}_n-c^{(2)}_mc^{(1)}_n\right],$$

where the superscripts stand for labels $\xi_1\ne\xi_2$. Equal labels give zero. Both excitations in $\xi=1$ is not a member of this family; its lowest member is $(1,2)$.

## Why the rates add

For $m<n$, replace $n$ by $n-a$. The node moves to equal coordinates, and the available length shrinks from $N$ to $N-a$. Away from the corners of this region, each excitation meets the same end condition as before, giving

$$p_j\simeq\frac{\xi_j\pi}{N-a-it},\qquad E\simeq2\omega_\pi+\frac{a\omega_\pi}{2}(p_1^2+p_2^2).$$

The second relation uses $1/[4\cos^2(\phi/2)]=a/2$. With $L=N-a$, expansion in $t/L$ gives $\mathrm{Im}\,p_j^2\simeq2t\xi_j^2\pi^2/L^3$, hence

$$\gamma=-2\,\mathrm{Im}\,E\simeq\frac{\Gamma at^2\pi^2}{L^3}(\xi_1^2+\xi_2^2)\simeq\frac{\gamma_{\xi_1}+\gamma_{\xi_2}}{(1-a/N)^3}.$$

The last form is meant to first order in $a/N$. As $N$ grows at fixed labels, the rate tends to the sum. For $(1,2)$ the limit is $(1+4)\gamma_1=5\gamma_1$.

This is a leading-order argument, not a proof with error bounds. Its neglected parts are small by power counting. Near the two corners where the contact line meets an end of the chain, the antisymmetrized amplitude is of order $N^{-5}$. At the third corner, $m=1$ and $n=N$, it can be of order $N^{-3}$, but there the excitations are far apart and the two end conditions act independently. Centre-of-mass motion leaves a contact emission amplitude one power of $N$ below that of an uncancelled slope, hence a rate of order $N^{-5}$. Diagonalization below checks the conclusion.

## The product is a good state but a poor rate estimate

The sum rule belongs to the eigenstate. The bare antisymmetrized product has its node at $r=0$, not at $|r|=a$, so its contact emission does not cancel. Near contact its modulus is $|r||W_n|/\sqrt2$, where $W=s_1s_2'-s_2s_1'$ and $s_j=\sqrt{2/N}\sin k_jx$, $k_j=\xi_j\pi/N$. The sum over $r$ found above gives an emission amplitude of modulus $a|W_n|/\sqrt2$ in each direction. The extra rate is

$$2\Gamma\sum_n\frac{a^2W_n^2}{2}\simeq\Gamma a^2\int_0^NW^2dx.$$

In this integral the mean of $\sin^2k_1x\cos^2k_2x$ is $1/4$, and likewise with the labels exchanged. The cross term contains $\sin2k_1x\sin2k_2x$ and integrates to zero. Therefore

$$\int_0^NW^2dx=\frac4{N^2}\frac N4(k_1^2+k_2^2)=\frac{\pi^2(\xi_1^2+\xi_2^2)}{N^3}.$$

End emission still supplies $\gamma_{\xi_1}+\gamma_{\xi_2}$. The sign function does not spoil it, because right-going output comes from the right end alone at leading order: with $w=-e^{-i\phi}$, the left-end contribution is proportional to $1/(1-w)-x_0=0$. The interference between end and contact emission oscillates from site to site and averages out. Dividing the extra rate by the sum of single rates gives

$$\frac{R_{\rm product}}{\gamma_{\xi_1}+\gamma_{\xi_2}}\simeq1+\frac1{2\sin^2(\phi/2)}.$$

This ratio does not tend to one as $N$ grows. A correction to the state that vanishes as $1/N$ in amplitude can change a rate that is itself of order $N^{-3}$.

## Thirty atoms

Take the round parameters $\phi=\pi/3$ and $N=30$. Then $\cos^2(\phi/2)=3/4$, so $a=2/3$ site, and

$$\gamma_1\simeq\frac{\pi^2(1/4)}{2(30)^3(9/16)}\Gamma=8.12\times10^{-5}\Gamma.$$

Diagonalization gives $\gamma_1=8.17\times10^{-5}\Gamma$ and $\gamma_2=3.34\times10^{-4}\Gamma$. The candidate pair rates are

$$2\gamma_1=1.63\times10^{-4}\Gamma,\qquad\gamma_1+\gamma_2=4.15\times10^{-4}\Gamma.$$

The pair eigenstate decays at $4.47\times10^{-4}\Gamma$. This is 1.075 times the sum and 5.46 times $\gamma_1$. The excluded length predicts a factor $(1-0.6667/30)^{-3}=1.070$ relative to the sum. At $N=60$ the computed and predicted factors are 1.035 and 1.034, so the excess over the plain sum is shrinking as expected.

The energy gives a separate check:

$$\frac{E}{\Gamma}\simeq-0.5774-\frac{0.2887}{3}\,\frac{5\pi^2}{(29.33)^2}=-0.5829,$$

in agreement with the real part of the computed eigenvalue. A contact length fitted from the energy is 0.676 site at $N=30$ and 0.669 at $N=60$, approaching $2/3$.

The antisymmetrized product has squared overlap 0.996 with the eigenstate. The missing weight falls by a factor 3.99 when $N$ doubles, consistent with an amplitude error proportional to $1/N$. Yet its instantaneous rate is $1.24\times10^{-3}\Gamma$, or 2.98 times the sum of single rates; the formula above gives 3.

The boson-like state has squared overlap 0.64 with the same eigenstate. That number is sizeable, but the remaining components matter: the instantaneous rate is $0.105\Gamma$, more than 200 times the eigenstate's. The leading law gives $3\Gamma/30=0.100\Gamma$. Restoring the normalization denominator $1-\sum|c_n|^4\simeq1-3/(2N)=0.95$ raises this to $0.105\Gamma$.

After a time $1000/\Gamma$, the probability that no photon has been emitted is 0.46 for the boson-like state. Decay at $2\gamma_1$ would have left 0.85. The antisymmetrized product retains 0.639, against 0.640 for the eigenstate. Its high initial rate therefore does not persist: only a small part of the state is lost quickly.

None of the 435 pair eigenstates at these parameters is darker than the $(1,2)$ state. The six darkest have squared overlaps between 0.98 and 0.996 with antisymmetrized products, in the order $(1,2)$, $(1,3)$, $(2,3)$, $(1,4)$, $(2,4)$, $(3,4)$. This ranking is a result for this array, not a theorem for every phase and length.

## Other phases and the limits of the result

For $\pi/2<\phi<\pi$, the roles of the band edges change. Multiplying alternate atomic amplitudes by $-1$ and taking the complex conjugate gives

$$h(\pi-\phi)=-S\,h(\phi)^*S,\qquad S_{mn}=(-1)^n\delta_{mn}.$$

An eigenvalue $E$ becomes $-E^*$, with the same decay rate. The preceding results therefore apply near $q=0$ after $\phi$ is replaced by $\pi-\phi$ in the rates and in $a$.

At $\phi=\pi/2$ the two edges are equally dark. Pairs with one excitation near each edge then compete, and the contact calculation above does not cover them. The sum rule for two excitations near the same edge is unaffected, but $(1,2)$ need not be the darkest pair.

As $\phi\to0$ at fixed $N$, one single-excitation state becomes superradiant, with rate $N\Gamma$. The rates of the other $N-1$ states vanish as $\phi^2$, and the edge energy tends to zero as well. In a long array the ratio for the bare product grows as $2/\phi^2$ at small $\phi$, because its contact emission does not vanish with the end emission. At $\phi=0$ the dark single-excitation states are degenerate and their labels lose meaning; that point, like other multiples of $\pi$, is excluded.

The labels must also stay small compared with $N$, since the quadratic band edge and the frozen contact problem both require long wavelengths. Finally, if each atom also decays independently outside the guide at rate $\Gamma'$, every pair rate increases by $2\Gamma'$. Once $\Gamma'$ is much larger than the guided rates of order $\Gamma/N^3$, the total lifetime hardly reveals the difference between $2\gamma_1$ and $5\gamma_1$, although the spatial node remains.

## Computed results

```
phase between neighbours = 0.3333 pi rad; N = 30
band-edge energy = -0.28868 Gamma
contact length a = 0.6667 sites
single rate 1 = 8.1717e-05 Gamma; large-N law 8.1231e-05 Gamma
single rate 2 = 3.3353e-04 Gamma; large-N law 3.2493e-04 Gamma
two bosons, 2*rate1 = 1.6343e-04 Gamma
sum rate1+rate2 = 4.1525e-04 Gamma
pair eigenstate rate = 4.4651e-04 Gamma
pair rate / sum = 1.0753
pair rate / rate1 = 5.4642
pair energy (real part) = -0.58292 Gamma
Trial states at N = 30:
antisym. squared overlap with eigenstate = 0.99627
boson squared overlap with eigenstate = 0.64086
antisym. instantaneous rate = 1.2362e-03 Gamma
boson instantaneous rate = 1.0529e-01 Gamma
boson large-N law 3/N = 1.0000e-01 Gamma
survival time = 1000 / Gamma
antisym. survival = 0.6389
eigenstate survival = 0.6399
boson survival = 0.4608
boson survival if rate were 2*rate1 = 0.8492
Size: squared overlap, fitted a (sites), rate/sum, predicted
N=30: 0.99627, 0.6764, 1.0753, 1.0697
N=42: 0.99810, 0.6716, 1.0516, 1.0492
N=60: 0.99907, 0.6691, 1.0352, 1.0341
overlap deficit N=30 / N=60 = 3.994
Long array N = 300: phase/pi, bare rate/sum, law, N*boson rate (Gamma)
0.2500, 4.4139, 4.4142, 3.0151
0.3333, 2.9998, 3.0000, 3.0151
0.4000, 2.4470, 2.4472, 3.0151
pair-sector dimension at N=30 = 435
states darker than the followed pair state = 0
Darkest: rate (Gamma), mean separation (sites), overlap, modes
4.4651e-04, 11.909, 0.9963, (1,2)
9.3378e-04, 9.751, 0.9933, (1,3)
1.1956e-03, 13.049, 0.9894, (2,3)
1.6951e-03, 9.374, 0.9888, (1,4)
1.9470e-03, 10.856, 0.9835, (2,4)
2.4017e-03, 13.316, 0.9797, (3,4)
```
